# Bound State and Trapped Population at a One-Dimensional Quadratic Band Edge

## 1. An emitter tuned to the edge

Let a two-level emitter sit at $x=0$ in a one-dimensional waveguide whose photon band starts at a frequency $\omega_{\rm edge}$ and rises as $\omega_k=\omega_{\rm edge}+Ak^2$, with $A>0$. Set $\hbar=1$, measure energies from the edge, and tune the emitter to the edge itself. A state with one excitation has an emitter amplitude $c$ and photon amplitudes $b_k$. If the coupling $g$ is independent of $k$, a stationary state of energy $E$ obeys

$$Ec=g\int\frac{dk}{2\pi}\,b_k,\qquad Eb_k=Ak^2b_k+gc .$$

A bound state must lie below the band, so write $E=-y^2$ with $y>0$. The second equation gives $b_k=-gc/(y^2+Ak^2)$. Since $\int dk/(y^2+Ak^2)=\pi/(\sqrt A\,y)$, the first becomes

$$-y^2=-\frac{g^2}{2\sqrt A\,y}\quad\Longrightarrow\quad y^3=B,\qquad B\equiv\frac{g^2}{2\sqrt A}.$$

There is one positive solution, $y=B^{1/3}$. With $\beta\equiv B^{2/3}$, the bound energy is $-\beta$. Thus $\beta$ is the natural frequency scale of the problem, and it grows as $g^{4/3}$, not as $g^2$.

The ratio of photon to emitter probability in this state is

$$\int\frac{dk}{2\pi}\frac{g^2}{(y^2+Ak^2)^2}
=-\frac{1}{2y}\frac{d}{dy}\left(\frac{g^2}{2\sqrt A\,y}\right)
=\frac{B}{2y^3}=\frac12 .$$

The emitter therefore carries $Z=1/(1+\tfrac12)=2/3$ of the bound state. An emitter that starts excited overlaps the bound state with amplitude $\sqrt Z$. The bound state in turn has amplitude $\sqrt Z$ on the excited emitter. If the rest of the wave disperses, the surviving amplitude has modulus $Z$ and the surviving population is $Z^2=4/9$. The theorem extends this to any detuning and proves that the rest of the wave leaves no amplitude on the emitter at long times.

## 2. Assumptions and theorem

Let $\Delta$ be the emitter frequency minus the edge frequency, positive inside the band. The assumptions are:

- The rotating-wave approximation holds and there is one excitation.
- The band is $Ak^2$ for all real $k$, and $g>0$ is constant.
- There is no loss other than emission into this waveguide.

The equations of motion are

$$i\dot c=\Delta c+g\int\frac{dk}{2\pi}b_k,\qquad i\dot b_k=Ak^2b_k+gc. \tag{1}$$

**Theorem.** For every real $\Delta$ there is exactly one bound state. Its energy is $E_b=-y_1^2$, where $y_1$ is the unique positive root of

$$p(y)=y^3+\Delta y-B=0. \tag{2}$$

Its photon amplitude is proportional to $e^{-|x|/\xi}$, and its emitter weight is $Z$, where

$$\xi=\frac{\sqrt A}{y_1},\qquad Z=\frac{2y_1^3}{2y_1^3+B}=\frac{2y_1^2}{3y_1^2+\Delta}. \tag{3}$$

If $c(0)=1$ and $b_k(0)=0$, then $|c(t)|^2\to P_\infty=Z^2$ as $t\to\infty$.

## 3. The pole equation and its roots

**Lemma 1.** The emitter resolvent $G(E)=\langle e|(E-H)^{-1}|e\rangle$ is

$$G=-\frac{y}{p(y)},\qquad y=\sqrt{-E},\quad \mathrm{Re}\,y>0. \tag{4}$$

*Proof.* Solve $(E-H)|\phi\rangle=|e\rangle$ for the emitter component $c=G$. The photon equation is $(E-Ak^2)b_k=gc$. The emitter equation is $(E-\Delta)c-g\int dk\,b_k/(2\pi)=1$. Eliminating $b_k$ gives $G=1/(E-\Delta-\Sigma)$, where

$$\Sigma(E)=\int\frac{dk}{2\pi}\frac{g^2}{E-Ak^2}
=-\frac{g^2}{2\pi}\,\frac{\pi}{\sqrt A\,y}=-\frac By .$$

The integral was evaluated for $y>0$. Both sides are analytic for $\mathrm{Re}\,y>0$, so the formula holds there too. Hence

$$G=\frac1{-y^2-\Delta+B/y}=\frac{y}{-y^3-\Delta y+B}=-\frac y{p(y)}.\qquad\blacksquare$$

The cubic has its origin in the self-energy $\propto(-E)^{-1/2}$, which reflects the inverse-square-root density of states of a one-dimensional edge. Multiplication by $y$ clears the denominator.

**Lemma 2.** The cubic has one positive root. The other two roots have negative real parts.

*Proof.* Since $p(0)=-B<0$ and $p(y)\to\infty$ for large $y$, a positive root $y_1$ exists. The cubic has no $y^2$ term, so the roots satisfy $y_1+y_2+y_3=0$ and $y_1y_2y_3=B$. Therefore

$$y_2+y_3=-y_1<0,\qquad y_2y_3=B/y_1>0.$$

If $y_2,y_3$ are complex conjugates, each has real part $-y_1/2$. If they are real, their positive product gives them equal signs and their negative sum makes both negative. $\blacksquare$

The condition $\mathrm{Re}\,y>0$ in (4) thus keeps one pole. The other two roots lie on the second sheet of the square root. They are not bound states, though they do enter the time evolution.

**Closed form.** Put $y=u+v$ in (2):

$$u^3+v^3+(3uv+\Delta)(u+v)=B .$$

Choose $uv=-\Delta/3$, so that $u^3+v^3=B$ and $u^3v^3=-\Delta^3/27$. Then $u^3$ and $v^3$ are the roots of $w^2-Bw-\Delta^3/27=0$. With $D=B^2/4+\Delta^3/27\ge0$, real cube roots give

$$y_1=\sqrt[3]{B/2+\sqrt D}+\sqrt[3]{B/2-\sqrt D}. \tag{5}$$

For $D>0$ this is the sole real root, hence the positive one. For $D=0$ it equals $2(B/2)^{1/3}>0$.

If $D<0$, then $\Delta<0$. Let $m=\sqrt{-\Delta/3}$ and $y=2m\cos\theta$. Since $\Delta=-3m^2$,

$$y^3+\Delta y=8m^3\cos^3\theta-6m^3\cos\theta=2m^3\cos3\theta=B,$$

so that

$$y_1=2m\cos\left[\tfrac13\arccos\frac{B}{2m^3}\right]. \tag{6}$$

Here $D<0$ means $B/(2m^3)<1$. The angle $\theta$ lies between $0$ and $\pi/6$, and the root is positive. The change of formula occurs at $\Delta=-3(B/2)^{2/3}\approx-1.89\,\beta$. Nothing physical happens to the bound state there, since $y_1$ remains a simple root and varies smoothly.

## 4. Proof of the theorem

**Shape and weight.** At $E=-y_1^2$ the photon amplitudes are $b_k=-gc/(y_1^2+Ak^2)$. Let $\kappa=y_1/\sqrt A$. The transform $\int dx\,e^{-ikx}e^{-\kappa|x|}=2\kappa/(k^2+\kappa^2)$, read backwards, gives

$$\psi(x)=\int\frac{dk}{2\pi}e^{ikx}b_k
=-\frac{gc}{2A\kappa}e^{-\kappa|x|}
=-\frac{gc}{2\sqrt A\,y_1}e^{-|x|/\xi}. \tag{7}$$

This proves $\xi=\sqrt A/y_1$. The length refers to the amplitude; the intensity decays over $\xi/2$. Normalization uses $\int e^{-2|x|/\xi}dx=\xi$:

$$1=|c|^2\left[1+\frac{g^2}{4Ay_1^2}\frac{\sqrt A}{y_1}\right]
=|c|^2\left[1+\frac B{2y_1^3}\right].$$

Hence $Z=|c|^2=2y_1^3/(2y_1^3+B)$. Replacing $B$ by $y_1^3+\Delta y_1$ and cancelling $y_1$ gives the second form in (3).

**Agreement with the pole.** Near $y_1$, $p(y)\approx p'(y_1)(y-y_1)$ and $E-E_b=-(y^2-y_1^2)\approx-2y_1(y-y_1)$. Equation (4) then gives

$$G\approx-\frac{y_1}{p'(y_1)(y-y_1)}=\frac{2y_1^2}{(3y_1^2+\Delta)(E-E_b)}=\frac Z{E-E_b}.$$

**The continuum.** For $E>0$ approached from above, the branch with positive real part tends to $y=-iq$, where $q=\sqrt E$. Since $(-iq)^3=iq^3$,

$$G(E+i0)=\frac{iq}{-B+iq(q^2-\Delta)}
=\frac{q^2(q^2-\Delta)-iqB}{B^2+q^2(q^2-\Delta)^2}.$$

The spectral density of the initial state is $-\mathrm{Im}\,G/\pi$:

$$\rho(E)=\frac{B\sqrt E}{\pi[B^2+E(E-\Delta)^2]} . \tag{8}$$

The denominator is at least $B^2$, so no bound state seen by the emitter is hidden in the band or at its edge. A state with $c=0$ cannot be bound either: $(E-Ak^2)b_k=0$ has no normalizable solution. For the evolution this yields

$$c(t)=Ze^{-iE_bt}+\int_0^\infty\rho(E)e^{-iEt}dE. \tag{9}$$

At large $E$, $\rho\sim B/(\pi E^{5/2})$, so $\rho$ is integrable. By the Riemann–Lebesgue lemma the integral tends to zero, and $|c|^2\to Z^2$. $\blacksquare$

**Remark: where the excitation goes.** The initial state has probability $Z$ in the bound state and $1-Z$ in the continuum. Of the bound part, a fraction $Z$ is on the emitter and $1-Z$ is in the localized photon. At long times the unit of excitation divides as

$$1=\underbrace{Z^2}_{\text{emitter}}+\underbrace{Z(1-Z)}_{\text{bound photon}}+\underbrace{(1-Z)}_{\text{radiated}} .$$

The steady population is $Z^2$, not $Z$, because both the capture of the initial state and the emitter content of the captured state cost a factor $Z$.

## 5. The approach to the steady state

**Lemma 3.** If the three roots are distinct,

$$c(t)=\sum_{j=1}^3 r_jy_j\,e^{iy_j^2t}\,\mathrm{erfc}\!\left(-e^{i\pi/4}y_j\sqrt t\right),\qquad r_j=\frac{y_j}{3y_j^2+\Delta}. \tag{10}$$

*Proof.* The Laplace transform of $c$ is $\tilde c(s)=iG(is)$. At $E=is$ the required branch is $y=\sqrt{-is}=e^{-i\pi/4}\sqrt s$. Partial fractions give $G=-\sum_jr_j/(y-y_j)$. With $a_j=e^{i\pi/4}y_j$ and $-ie^{i\pi/4}=e^{-i\pi/4}$,

$$\tilde c(s)=e^{-i\pi/4}\sum_j\frac{r_j}{\sqrt s-a_j},\qquad
\frac1{\sqrt s-a}=\frac1{\sqrt s}+\frac a{\sqrt s(\sqrt s-a)}.$$

Since $y/p(y)$ falls as $1/y^2$, $\sum_jr_j=0$, and the $1/\sqrt s$ terms cancel. To invert the rest, take $f(t)=e^{a^2t}\mathrm{erfc}(-a\sqrt t)$. It has $f(0)=1$ and $f'=a^2f+a/\sqrt{\pi t}$. Transforming, $(s-a^2)\tilde f=1+a/\sqrt s$, or $\tilde f=1/[\sqrt s(\sqrt s-a)]$. The prefactor is $e^{-i\pi/4}r_ja_j=r_jy_j$. $\blacksquare$

At a double root (10) is to be read as a limit; the theorem does not depend on it.

**Long-time tail.** Let $z_j=-e^{i\pi/4}y_j\sqrt t$. For the two roots with $\mathrm{Re}\,y_j<0$, $|\arg z_j|<3\pi/4$, where

$$e^{z^2}\mathrm{erfc}(z)\simeq\frac1{\sqrt\pi}\left(\frac1z-\frac1{2z^3}\right).$$

For $y_1$, use $\mathrm{erfc}(z)=2-\mathrm{erfc}(-z)$. The 2 produces $2r_1y_1e^{iy_1^2t}=Ze^{iy_1^2t}$, and the remainder has the same odd series. The $t^{-1/2}$ terms add to zero because $\sum_jr_j=0$. In the next order,

$$\sum_j\frac{r_j}{y_j^2}=\sum_j\frac1{y_jp'(y_j)}=-\frac1{p(0)}=\frac1B,$$

by the partial fractions of $1/p$ at $y=0$. Therefore

$$c(t)\simeq Ze^{iy_1^2t}+\frac{e^{-3i\pi/4}}{2\sqrt\pi\,B\,t^{3/2}}. \tag{11}$$

The population approaches $Z^2$ with oscillations at the frequency $|E_b|$, from interference between the two terms. The tail comes from the small-$E$ form $\rho\approx\sqrt E/(\pi B)$ of (8), which requires $E\ll\beta$ and $E\ll B^2/\Delta^2$. Equation (11) therefore holds for $t\gg1/\beta$ and $t\gg\Delta^2/B^2$, and far from the edge the second condition is the stronger one. At $\Delta=-10\beta$ the continuum amplitude is 0.30 of the tail in (11) at $\beta t=30$, 0.60 at $\beta t=100$ and 0.98 at $\beta t=1000$.

## 6. Three regimes of detuning

Equation (2) can be written $\Delta=B/y_1-y_1^2$, whose right side decreases with $y_1$. As the emitter moves from the gap into the band, $y_1$ falls, $\xi$ grows, and $Z$ decreases continuously from 1 to 0.

**Deep in the gap**, $-\Delta\gg\beta$. To leading order $y_1^2=|\Delta|$, and $Z=1/[1+B/(2y_1^3)]$ gives

$$1-Z\approx\frac B{2|\Delta|^{3/2}},\qquad P_\infty\approx1-\frac B{|\Delta|^{3/2}},\qquad \xi\approx\sqrt{A/|\Delta|}.$$

The bound state is then mostly the excited emitter with a weak photon cloud.

**Near the edge**, $|\Delta|\ll\beta$. Set $y_1=\sqrt\beta+\delta$. The first-order part of (2) is $3\beta\delta+\Delta\sqrt\beta=0$, so $\delta=-\Delta/(3\sqrt\beta)$ and $y_1^3/B\approx1-\Delta/\beta$. The derivative of $2u/(2u+1)$ at $u=1$ is $2/9$. Hence

$$Z\approx\frac23-\frac29\frac\Delta\beta,\qquad P_\infty\approx\frac49-\frac8{27}\frac\Delta\beta .$$

**Well inside the band**, $\Delta\gg\beta$. The cubic term is small at the positive root, so $y_1\approx B/\Delta$. Then $Z\approx2y_1^3/B=2B^2/\Delta^3$, and

$$P_\infty\approx4\left(\frac\beta\Delta\right)^6,\qquad E_b\approx-\frac{B^2}{\Delta^2},\qquad \xi\approx\frac{\sqrt A\,\Delta}B .$$

The bound state survives in this model, but it is shallow, wide and almost purely photonic.

Ordinary decay comes from a complex root near $-i\sqrt\Delta$. There $p=-B$ and $p'=-2\Delta$, so one Newton step gives $y=-i\sqrt\Delta-B/(2\Delta)$ and

$$y^2\approx-\Delta+\frac{iB}{\sqrt\Delta}.$$

The factor $e^{iy^2t}$ decays in modulus as $e^{-Bt/\sqrt\Delta}$. The population rate is $2B/\sqrt\Delta$, which is also the golden-rule value $-2\,\mathrm{Im}\,\Sigma(\Delta+i0)$.

## 7. Worked example: a resonator array

Take an array of resonators with period $d$, hopping $J/2\pi=500$ MHz, and an emitter coupled to one site with $g/2\pi=20$ MHz. These are round model parameters. The band above its lower edge is $2J(1-\cos kd)=Jd^2k^2(1-k^2d^2/12+\dots)$, so $A=Jd^2$. With lengths in units of $d$, and frequencies below given as $\omega/2\pi$ in MHz,

$$B=\frac{20^2}{2\sqrt{500}}=8.944\ \mathrm{MHz}^{3/2},\qquad \beta=B^{2/3}=4.309\ \mathrm{MHz}.$$

Since $\beta/J=0.0086$, the relevant photons lie near the bottom of the band.

For $\Delta=0$, $y_1=\sqrt{4.309}=2.076$ and $\xi=\sqrt{500}/2.076=10.8\,d$. For $\Delta=+10$ MHz, $D=20.0+37.0=57.0$, and (5) gives

$$y_1=\sqrt[3]{12.024}-\sqrt[3]{3.080}=0.836 .$$

Then $2y_1^3=1.169$ and $Z=1.169/(1.169+8.944)=0.116$. For $\Delta=-10$ MHz, $D<0$ and (6) applies, with $m=1.826$ and $y_1=3.539$. The results are:

| $\Delta$ (MHz) | $E_b$ (MHz) | $\xi/d$ | $Z$ | $P_\infty$ |
|---|---|---|---|---|
| $-10$ | $-12.53$ | 6.32 | 0.908 | 0.825 |
| $0$ | $-4.31$ | 10.8 | 0.667 | 0.444 |
| $+10$ | $-0.699$ | 26.7 | 0.116 | 0.0134 |

At $+10$ MHz the far-detuned formula would give $4(4.309/10)^6=0.026$, about twice the correct value. A detuning of $2.3\,\beta$ is not yet asymptotic.

**Comparison with the cosine band.** Diagonalizing the finite array gives bound energies that differ from the cubic by less than 0.1% of $|E_b|$. When the period is halved at fixed $A$ and fixed continuum coupling, this difference falls by a factor between 3.98 and 4.00. That is the $d^2$ scaling expected from the first correction to the quadratic band.

**Populations in time.** The array has 2599 sites on each side, and its fastest photons move at $2Jd$. The earliest return is at $2599/J\approx830$ ns, later than the last time studied, 700 ns. At the six times listed in the numerical output, (10) and the array agree to about 0.001 in population.

At $\Delta=0$ the population is 0.270 at 50 ns and 0.439 at 100 ns. At 50 ns the continuum amplitude in (9) largely opposes the bound one, which pulls the population well below $Z^2=0.444$. By 100 ns the two are nearly in quadrature, and the population is close to $Z^2$. At 700 ns, $t=2\pi\times0.7=4.398\ \mathrm{MHz}^{-1}$ in angular units. The tail in (11) has modulus 0.0034, and its phase relative to the bound term gives a cosine of $-0.78$. The predicted population is

$$0.4444-2(0.667)(0.0034)(0.78)\approx0.441,$$

in agreement with the value 0.4409 from (10).

At this time the array has 0.2263 of the excitation in photons within $5\xi$, against $Z(1-Z)=0.2222$, and 0.3333 farther away, against $1-Z=0.3333$. The match in the fourth digit is accidental: the array's own weight $Z=0.6662$ gives $1-Z=0.3338$ and $Z(1-Z)=0.2224$, so about 0.0005 of slow continuum photon is still inside $5\xi$. Most of the excess nearby comes from interference. The bound and continuum parts of the state are orthogonal, so their interference terms sum to zero over emitter and photons. What interference removes from the emitter, about 0.0035 by the estimate above, it adds to the field where the bound photon is. The sum $0.2224+0.0035+0.0005$ reproduces the array's 0.2263 to within rounding.

At $\Delta=+10$ MHz the complex root gives a decay rate of 5.42 MHz, or a lifetime $1/(2\pi\times5.42\ \mathrm{MHz})=29$ ns. The golden rule gives $2B/\sqrt\Delta=5.66$ MHz, 4% above the root's value. The 29 ns lifetime describes one component of the amplitude. The population is not a single exponential, because that component interferes with the bound term and the rest of the continuum: at 50 ns the population is 0.088, where an exponential with this lifetime would give 0.18.

## 8. Conditions of validity

The large-detuning limits require $|\Delta|\gg\beta$ while $|\Delta|$ and $|E_b|$ stay small against the bandwidth, $4J$ in the array. Otherwise the band shape and any $k$-dependence of $g$ enter $\Sigma$, and the pole equation is no longer this cubic. An infinite array also has an upper edge at $4J$, with a second bound state above it. For the parameters of Section 7 at $\Delta=0$ its emitter weight is about $2\times10^{-8}$, so it plays no part there.

The existence of a bound state at every $\Delta$ rests on the divergence of $\Sigma$ at the edge. At an ordinary three-dimensional quadratic minimum the density of states is $\propto\sqrt E$, and the edge itself causes no divergence. In three dimensions, if the band has a finite width or the coupling falls off fast enough at large $k$, the self-energy at the edge is finite, and a sufficiently large positive detuning leaves no bound state below it. A finite width alone does not do this in lower dimensions: with a coupling that is nonzero at the edge, $\Sigma$ still diverges there, as $(-E)^{-1/2}$ in one dimension and logarithmically in two, and the bound state persists at every $\Delta$.

In a finite guide, $\xi$ must be much shorter than the distance to the ends, which is most demanding for $\Delta>0$. If the ends reflect, the steady population can be seen only before the radiated part returns to the emitter; after that the population keeps fluctuating. With photon loss or emission into other channels, the trapped population is a plateau that eventually decays. It can be seen if that loss is slow compared with the time the continuum part takes to disperse.

## Table of computed values

```
hopping J/2pi = 500 MHz, coupling g/2pi = 20 MHz
B = 8.9443 MHz^1.5, beta/2pi = 4.3089 MHz
beta/J = 0.00862, sites on each side = 2599
--- Delta/2pi = -10 MHz
root y = 3.5394 MHz^0.5
bound energy: cubic -12.5271, array -12.5199 MHz
length xi: cubic 6.318, array 6.326 d
emitter weight Z: cubic 0.9084, array 0.9080
steady population Z^2 = 0.8251
energy error ratio on halving the period = 3.985
--- Delta/2pi = +0 MHz
root y = 2.0758 MHz^0.5
bound energy: cubic -4.3089, array -4.3058 MHz
length xi: cubic 10.772, array 10.780 d
emitter weight Z: cubic 0.6667, array 0.6662
steady population Z^2 = 0.4444
energy error ratio on halving the period = 3.994
bound photon Z(1-Z) = 0.2222
array photon within 5 xi at 700 ns = 0.2263
radiated 1-Z = 0.3333
array photon beyond 5 xi at 700 ns = 0.3333
--- Delta/2pi = +10 MHz
root y = 0.8360 MHz^0.5
bound energy: cubic -0.6989, array -0.6987 MHz
length xi: cubic 26.747, array 26.753 d
emitter weight Z: cubic 0.1156, array 0.1155
steady population Z^2 = 0.0134
energy error ratio on halving the period = 3.998
decay rate/2pi: complex root 5.424 MHz
decay rate/2pi: golden rule 5.657 MHz
lifetime from complex root = 29.34 ns
--- excited population, Delta/2pi = -10, 0, +10 MHz
t = 20 ns: formula 0.7643 0.6571 0.5933; array 0.7637 0.6563 0.5922
t = 50 ns: formula 0.8400 0.2700 0.0884; array 0.8392 0.2697 0.0879
t = 100 ns: formula 0.7817 0.4392 0.0745; array 0.7812 0.4384 0.0741
t = 200 ns: formula 0.8256 0.4438 0.0145; array 0.8247 0.4433 0.0145
t = 400 ns: formula 0.8217 0.4530 0.0120; array 0.8213 0.4524 0.0120
t = 700 ns: formula 0.8299 0.4409 0.0136; array 0.8294 0.4403 0.0136
```
